# Expansion of the Uehling Shift of Dirac-Coulomb S Levels in Zα, part 1

(Sections cited here and not found follow in the second part.)

## From vacuum polarization to a single integral

An electron in an \(nS\) state of a Dirac-Coulomb atom is shifted by the Uehling potential by

\[
\Delta E_n=\frac{\alpha}{\pi}\,\frac{(Z\alpha)^4}{n^3}\,mc^2\,F_n(Z\alpha),
\]

where, for small \(Z\alpha\),

\[
F_n=-\frac{4}{15}+\frac{5\pi}{48}\,(Z\alpha)-\frac{2}{15}\,(Z\alpha)^2\ln\frac{1}{(Z\alpha)^2}+C_n\,(Z\alpha)^2+O\!\left((Z\alpha)^3\ln Z\alpha\right).
\]

Counting the prefactor, the three numbers belong to the orders \((Z\alpha)^4\), \((Z\alpha)^5\) and \((Z\alpha)^6\ln(Z\alpha)^{-2}\). They are the same for every \(n\). The constant \(C_n\) depends on the state, and for the ground state it is

\[
C_1=\frac{4}{15}\ln 2-\frac{1289}{1575}.
\]

The nucleus is taken as a point charge of infinite mass, and the Uehling potential is treated in first-order perturbation theory. From here on \(\hbar=c=m=1\), with \(m\) the electron mass, and \(\lambda=Z\alpha<1\). Lengths are then in units of the reduced Compton wavelength \(\hbar/mc\), and the Bohr radius is \(1/\lambda\). The expansion rests on the separation of these two lengths.

The starting point is the renormalized one-loop vacuum polarization. For a static momentum transfer of magnitude \(q\), it changes the Coulomb interaction energy \(-4\pi\lambda/q^2\) into \(-(4\pi\lambda/q^2)[1+\Pi(q)]\), with

\[
\Pi(q)=\frac{2\alpha}{\pi}\int_0^1dx\,x(1-x)\ln\!\left[1+x(1-x)q^2\right].
\]

The subtraction that makes the loop finite has been chosen so that \(\Pi(0)=0\). Thus \(\alpha\) and \(Z\) refer to charges measured at large distance. Since \(\Pi>0\) for \(q>0\), every Fourier component of the attraction is strengthened. The sign of the shift will follow from the potential in position space.

To find the potential in position space, put \(v=2x-1\). Then \(x(1-x)=(1-v^2)/4\) and \(dx=dv/2\). The integrand is even in \(v\), so the range \(-1<v<1\) can be replaced by twice the range \(0<v<1\):

\[
\Pi=\frac{2\alpha}{\pi}\int_0^1dv\,\frac{1-v^2}{4}\,\ln\!\left[1+\frac{(1-v^2)q^2}{4}\right].
\]

Integrate by parts, using \((v-v^3/3)/4\) as the antiderivative of \((1-v^2)/4\). The boundary term vanishes at \(v=0\) because of this factor, and at \(v=1\) because of the logarithm. The derivative of the logarithm is \(-(vq^2/2)/[1+(1-v^2)q^2/4]\), and its minus sign cancels that of the partial integration:

\[
\Pi=\frac{2\alpha}{\pi}\,\frac{q^2}{8}\int_0^1dv\,\frac{v^2(1-v^2/3)}{1+(1-v^2)q^2/4}.
\]

Now set \(1-v^2=1/t^2\), so that \(t\) runs from 1 to infinity. This gives \(v=\sqrt{t^2-1}/t\) and \(v\,dv=dt/t^3\), and therefore

\[
v^2dv=\frac{\sqrt{t^2-1}}{t^4}\,dt,\qquad
1-\frac{v^2}{3}=\frac23\left(1+\frac{1}{2t^2}\right),\qquad
\frac{1}{1+q^2/4t^2}=\frac{4t^2}{q^2+4t^2}.
\]

The numerical factors combine to \(\tfrac18\cdot4\cdot\tfrac23=\tfrac13\), so that

\[
\Pi=\frac{2\alpha}{3\pi}\,q^2\int_1^\infty dt\,\frac{w(t)}{q^2+4t^2},\qquad
w(t)=\frac{\sqrt{t^2-1}}{t^2}\left(1+\frac{1}{2t^2}\right).
\]

The factor \(q^2\) cancels the Coulomb denominator. Since \(4\pi/(q^2+\mu^2)\) is the Fourier transform of \(e^{-\mu r}/r\), the correction to the potential energy is

\[
V_U(r)=-\frac{2\alpha\lambda}{3\pi r}\int_1^\infty dt\,w(t)\,e^{-2rt}.
\]

It is a superposition of Yukawa potentials. Since \(w(t)\ge0\), \(V_U\) is negative at every \(r\), and the first-order shift is negative for every state. The variable \(2t\) is the invariant mass of the virtual pair, which is at least two electron masses. The potential is therefore confined to distances of the order of the Compton wavelength.

The expansion will need the moments

\[
J(s)=\int_1^\infty dt\,w(t)\,t^{-s},\qquad s>0.
\]

With \(u=t^{-2}\) one has \(dt=-\tfrac12u^{-3/2}du\) and \(\sqrt{t^2-1}=u^{-1/2}(1-u)^{1/2}\), so that

\[
\int_1^\infty dt\,\frac{\sqrt{t^2-1}}{t^p}
=\frac12\int_0^1du\,u^{p/2-2}(1-u)^{1/2}
=\frac12B\!\left(\frac p2-1,\frac32\right),
\]

where \(B(a,b)=\Gamma(a)\Gamma(b)/\Gamma(a+b)\). The two parts of \(w\) have \(p=s+2\) and \(p=s+4\). The second Beta function is reduced to the first by \(B(a+1,b)=\frac{a}{a+b}B(a,b)\) with \(a=s/2\) and \(b=3/2\):

\[
J(s)=\frac12B\!\left(\frac s2,\frac32\right)\left[1+\frac{s}{2(s+3)}\right]
=\frac{3(s+2)}{4(s+3)}\,B\!\left(\frac s2,\frac32\right).
\]

The Beta functions for \(s=2,3,4\) are \(2/3\), \(\pi/8\) and \(4/15\). Hence

\[
J(2)=\frac35\cdot\frac23=\frac25,\qquad
J(3)=\frac58\cdot\frac\pi8=\frac{5\pi}{64},\qquad
J(4)=\frac9{14}\cdot\frac4{15}=\frac6{35}.
\]

The other ingredient is the electron density. Let \(G\) and \(F\) be \(r\) times the large and small radial functions, normalized by \(\int_0^\infty(G^2+F^2)dr=1\). For an \(S\) state in the potential \(-\lambda/r\), with total energy \(E\), the radial Dirac equations are

\[
G'=\frac Gr+\left(E+1+\frac\lambda r\right)F,\qquad
F'=-\frac Fr-\left(E-1+\frac\lambda r\right)G.
\]

At large \(r\) these give exponential behaviour with decay constant \(\kappa=\sqrt{1-E^2}\). Try

\[
G=e^{-\kappa r}r^\gamma\sum_{j\ge0}a_jr^j,\qquad
F=e^{-\kappa r}r^\gamma\sum_{j\ge0}b_jr^j .
\]

Collecting the powers \(r^{\gamma+j-1}\) gives

\[
(\gamma+j-1)a_j-\lambda b_j=A_j,\qquad
\lambda a_j+(\gamma+j+1)b_j=B_j,
\]

\[
A_j=\kappa a_{j-1}+(1+E)b_{j-1},\qquad
B_j=\kappa b_{j-1}+(1-E)a_{j-1},
\]

with \(A_0=B_0=0\). At \(j=0\) a nonzero solution requires a vanishing determinant, \(\gamma^2-1+\lambda^2=0\). The regular solution has

\[
\gamma=\sqrt{1-\lambda^2},\qquad b_0=-\frac{\lambda}{1+\gamma}\,a_0 .
\]

For \(j\ge1\) the determinant is \((\gamma+j)^2-\gamma^2=j(2\gamma+j)\), which is positive, and the solution is

\[
a_j=\frac{(\gamma+j+1)A_j+\lambda B_j}{j(2\gamma+j)},\qquad
b_j=\frac{(\gamma+j-1)B_j-\lambda A_j}{j(2\gamma+j)} .
\]

For a bound state the series must end, say at \(j=p\). Because \(\kappa^2=(1+E)(1-E)\), the definitions give \(\kappa A_j=(1+E)B_j\). The left sides of the two equations therefore obey

\[
\kappa\left[(\gamma+j-1)a_j-\lambda b_j\right]=(1+E)\left[\lambda a_j+(\gamma+j+1)b_j\right].
\]

The series ends at \(p\) if \(A_{p+1}=0\), which means \(b_p=-\kappa a_p/(1+E)\). Inserting this at \(j=p\), dividing by \(a_p\) and using \(\kappa^2/(1+E)=1-E\), one finds

\[
\kappa(\gamma+p-1)+\lambda(1-E)=\lambda(1+E)-\kappa(\gamma+p+1),
\]

or \(\kappa(\gamma+p)=\lambda E\). Conversely, if this holds, the relation at \(j=p\) fixes the ratio \(b_p/a_p\) to the required value, since the coefficient of \(b_p\) in it does not vanish. The series then does end. With \(p=n-1\) and \(E^2+\kappa^2=1\),

\[
\kappa=\frac\lambda N,\qquad N=\sqrt{(n-1+\gamma)^2+\lambda^2},\qquad E=\frac{n-1+\gamma}{N}.
\]

For \(\lambda\to0\) this gives \(N\to n\) and \(1-E\to\lambda^2/2n^2\), so \(n\) is the usual principal quantum number.

In terms of \(x=2\kappa r\) the density has the form

\[
(G^2+F^2)\,dr=x^{2\gamma}e^{-x}\sum_{k=0}^{2n-2}q_kx^k\,dx .
\]

It matters for the origin of the logarithm that the coefficients \(q_k\) contain none. To see this, write \(a_j=\kappa^j\hat a_j\) and \(b_j=\kappa^{j+1}\hat b_j\), with \(\hat a_0=1\). Then \(\hat b_0=-N/(1+\gamma)\). With \(D_j=\hat a_{j-1}+(1+E)\hat b_{j-1}\), the definitions become \(A_j=\kappa^jD_j\) and \(B_j=\kappa^{j+1}D_j/(1+E)\). The recurrence turns into

\[
\hat a_j=\frac{D_j}{j(2\gamma+j)}\left[\gamma+j+1+\frac{\kappa^2N}{1+E}\right],\qquad
\hat b_j=\frac{D_j}{j(2\gamma+j)}\left[\frac{\gamma+j-1}{1+E}-N\right].
\]

Here \(\gamma\), \(N\), \(E\) and \(\kappa^2\) are analytic functions of \(\lambda^2\) near zero, and no denominator vanishes there. The small component enters the density as \(\kappa^2\) times products of the \(\hat b_j\). The norm is a positive analytic function. Every \(q_k\) is thus a power series in \(\lambda^2\).

The limits of \(q_0\) and \(q_1\) are needed. At \(\lambda=0\) one has \(\hat b_0=-n/2\), so \(D_1=1-n\) and \(\hat a_1=1-n\). The large component begins as \(1+(1-n)\kappa r=1+(1-n)x/2\) apart from its common factors. Squaring gives \(q_1/q_0\to1-n\).

For \(q_0\), the limit of the Dirac equations is used. With \(F\simeq(G'-G/r)/2\), the second equation becomes \(\tfrac12G''=(1-E-\lambda/r)G\), the Schrödinger equation for \(u=G\). Let \(V=-\lambda/r\) and \(\varepsilon=E-1\). Multiplying \(u''=2(V-\varepsilon)u\) by \(2u'\) gives \((u'^2)'=2(V-\varepsilon)(u^2)'\). Integrate over all \(r\). The boundary terms on the right vanish because \(u^2\propto r^2\) at the origin, and

\[
u'(0)^2=2\int_0^\infty V'u^2dr=2\lambda\left\langle r^{-2}\right\rangle .
\]

The mean value follows from the Schrödinger energy \(-\lambda^2/[2(p+l+1)^2]\), valid for continuous \(l\) at fixed \(p\). To see this, put \(u=e^{-\kappa r}r^{l+1}\sum_jc_jr^j\) into \(u''=[l(l+1)/r^2-2\lambda/r+\kappa^2]u\), with \(\varepsilon=-\kappa^2/2\). This gives \(j(2l+1+j)c_j=2[\kappa(l+j)-\lambda]c_{j-1}\), and the series ends at \(j=p\) when \(\kappa(p+l+1)=\lambda\). The derivative of this energy with respect to \(l\), at fixed \(p\), equals the mean derivative of the centrifugal term \(l(l+1)/2r^2\). At \(l=0\) this reads \(\lambda^2/n^3=\tfrac12\langle r^{-2}\rangle\). Hence \(u'(0)^2=4\lambda^3/n^3\). The general density begins as \(q_0(2\kappa)^3r^2=8q_0\lambda^3r^2/n^3\), and comparison gives

\[
q_0\to\frac12,\qquad q_1\to\frac{1-n}{2}\qquad(\lambda\to0).
\]

The first-order shift is the mean value of \(V_U\). With \(1/r=2\kappa/x\) and \(e^{-2rt}=e^{-xt/\kappa}\), the radial integral of each power is

\[
\int_0^\infty dx\,x^{2\gamma+k-1}e^{-x(1+t/\kappa)}=\Gamma(2\gamma+k)\left(\frac{\kappa}{\kappa+t}\right)^{2\gamma+k}.
\]

Multiplying by \(-(2\alpha\lambda/3\pi)\,2\kappa\), summing over \(k\), and removing the prefactor \(\alpha\lambda^4/(\pi n^3)\), one obtains

\[
F_n=-\frac{4\kappa n^3}{3\lambda^3}\sum_{k=0}^{2n-2}q_k\Gamma(2\gamma+k)\int_1^\infty dt\,w(t)\left(\frac{\kappa}{\kappa+t}\right)^{2\gamma+k}.
\]

No expansion in \(\lambda\) has been made in this formula. For the ground state, \(N=1\), \(\kappa=\lambda\) and \(q_0=1/\Gamma(2\gamma+1)\), and it reduces to

\[
F_1=-\frac{2}{3\gamma\lambda^2}\int_1^\infty dt\,w(t)\left(\frac{\lambda}{\lambda+t}\right)^{2\gamma}.
\]

The first-order Uehling shift of every \(nS\) state is now a finite sum of integrals over \(t\), and a single integral for the ground state, with no expansion in \(\lambda\) made. It remains to expand this result for small \(\lambda\), which gives the three coefficients and \(C_1\), and to see how far the expansion can be used.
